# Inverse-Square Singularities in Shape-Consistent Effective Core Potentials

**Q.** A shape-consistent potential is supposed to replace the core by something smooth. Yet some tabulated potentials of Hay-Wadt type blow up at the nucleus, and with a positive sign. Which equation could produce that?

**A.** The radial equation, read backwards. In Hartree atomic units, write the radial part of the orbital as $R(r)=u(r)/r$. For angular momentum $l$ and orbital energy $\varepsilon$,

$$-\frac12u''+\left[\frac{l(l+1)}{2r^2}+V_l(r)\right]u=\varepsilon u .$$

Here $V_l$ is the whole potential felt by the electron in this channel, including any interaction with other valence electrons. The centrifugal term is kept separate.

In an ordinary calculation $V_l$ is given and $u$ is sought. Here $u$ is designed first: outside a matching radius $r_c$ it equals the original valence orbital, and inside it is a nodeless function. The potential follows. Move the second derivative and the centrifugal term to the right and divide by $u$:

$$V_l(r)=\varepsilon-\frac{l(l+1)}{2r^2}+\frac{u''(r)}{2u(r)} .$$

The division is harmless for $r>0$ because $u$ has no node there. At $r=0$ the orbital vanishes, so the quotient needs care.

**Q.** Suppose I choose $u$ to behave as $r^m$. May I simply differentiate $r^m$ twice?

**A.** That gives the leading term, provided the correction to $r^m$ is smooth enough. Write

$$u(r)=r^m g(r),\qquad g(0)\neq0,$$

with $g$ twice continuously differentiable down to $r=0$, and take $m>1/2$. The product rule gives

$$u'=m r^{m-1}g+r^m g',$$

$$u''=m(m-1)r^{m-2}g+2m r^{m-1}g'+r^m g'' .$$

The factor 2 arises because differentiating each of the two terms in $u'$ produces one copy of $m r^{m-1}g'$. Dividing by $u=r^m g$,

$$\frac{u''}{u}=\frac{m(m-1)}{r^2}+\frac{2m}{r}\frac{g'}{g}+\frac{g''}{g}.$$

Insert this in the inverted equation and multiply by $r^2$:

$$r^2V_l=\frac{m(m-1)-l(l+1)}2+\varepsilon r^2+m r\frac{g'}g+\frac{r^2}{2}\frac{g''}g .$$

Near the origin $g'$ and $g''$ are bounded and $g$ stays away from zero, so the last three terms vanish as $r\to0$. Therefore

$$V_l(r)\sim\frac{C(l,m)}{r^2},\qquad C(l,m)=\frac{m(m-1)-l(l+1)}2 ,$$

where, if $C=0$, the statement means that $r^2V_l\to0$.

**Q.** Is the smoothness condition more than decoration? If $u/r^m$ tends to a constant, the orbital certainly behaves as $r^m$.

**A.** Some such condition is needed (the formula for $r^2V_l$ shows that $rg'\to0$ and $r^2g''\to0$ would suffice), because the potential sees the curvature of $u$, and a small correction can have a large curvature. Take $l=0$, $m=3$, $\varepsilon=0$ and

$$g=1+r\sin(1/r).$$

This tends to 1. Its derivatives are

$$g'=\sin(1/r)-\frac{\cos(1/r)}r,\qquad g''=-\frac{\sin(1/r)}{r^3}.$$

In $g''$ the two terms $\mp\cos(1/r)/r^2$ have cancelled. At radii where $\sin(1/r)=1$ and $\cos(1/r)=0$, the general expression becomes

$$r^2V_0=3+\frac{3r-1/(2r)}{1+r}.$$

At $r=1.591\times10^{-4}$ bohr this is about $-3139$ hartree bohr², not 3. A polynomial inner function, with a nonzero leading coefficient, satisfies the smoothness condition.

**Q.** Granted. Why should the coefficient be positive?

**A.** Factor its numerator:

$$m(m-1)-l(l+1)=m^2-m-l^2-l=(m-l-1)(m+l).$$

Thus

$$C(l,m)=\frac{(m-l-1)(m+l)}2 .$$

Since $m>1/2$ and $l\ge0$, the second factor is positive, and the first decides the sign. If $m>l+1$, the singularity is repulsive. If $m=l+1$, the inverse-square term is absent. If $1/2<m<l+1$, it is attractive.

The physical reason is a balance between kinetic energy and potential. The centrifugal term by itself produces orbitals that start as $r^{l+1}$. To make an orbital start with a higher power, something must push it away from the nucleus more strongly. The total inverse-square barrier is

$$\frac{l(l+1)}{2r^2}+\frac{C(l,m)}{r^2}=\frac{m(m-1)}{2r^2}.$$

An s pseudo-orbital with $m=3$ therefore meets the barrier $3/r^2$, the same as the centrifugal barrier of a d electron. Its angular dependence remains that of an s orbital.

**Q.** You derived the potential from one orbital. Could another state in the same channel start with a different power?

**A.** Not if it is a regular solution. Suppose $V_l=A/r^2$ plus terms no more singular than $1/r$, and try $u\sim r^s$. The terms of order $r^{s-2}$ in the radial equation must cancel:

$$-\frac{s(s-1)}2+\frac{l(l+1)}2+A=0 .$$

Hence $s^2-s-[l(l+1)+2A]=0$, and since $l(l+1)+1/4=(l+1/2)^2$,

$$s=\frac12\pm\sqrt{\left(l+\frac12\right)^2+2A}.$$

The regular solution takes the upper sign. With $A=C(l,m)$ the quantity under the root is $m(m-1)+1/4=(m-1/2)^2$, which returns $s=m$. The energy does not enter at this order, so all regular states of the channel share the exponent. The other root is $1-m$; for $m\ge3/2$ it is not square-integrable at the origin.

This can be checked through a spectrum. Adding $A/r^2$ to a Coulomb potential $-Z/r$ replaces $l(l+1)$ by $m(m-1)=\lambda(\lambda+1)$ with $\lambda=m-1$. The hydrogenic levels become

$$E_{n_r}=-\frac{Z^2}{2(n_r+m)^2},\qquad n_r=0,1,\ldots$$

The numerical check compares this with direct diagonalization for three pairs of $l$ and $A$, including one with noninteger $m$.

**Q.** What remains when $m=l+1$? Is the potential then finite?

**A.** Not necessarily. Expand $g=c_0+c_1r+c_2r^2+\cdots$. Since $g'/g\to c_1/c_0$, the term $m g'/(rg)$ in $V_l$ leaves

$$V_l=\frac{C(l,m)}{r^2}+\frac{m c_1}{c_0 r}+O(1).$$

With $m=l+1$ the first term goes, but a Coulomb-like term survives unless $c_1=0$. If $c_1=0$ as well, then $g'/(rg)\to2c_2/c_0$ and $g''/g\to2c_2/c_0$. Consequently

$$V_l(0)=\varepsilon+(l+1)\frac{2c_2}{c_0}+\frac{c_2}{c_0}
=\varepsilon+(2l+3)\frac{c_2}{c_0}.$$

So a finite pseudopotential is available. The repulsive singularity is a consequence of the chosen inner form; the core does not dictate it.

**Q.** Then what form is chosen in potentials of Hay-Wadt type?

**A.** In the nonrelativistic form considered here, the inner function of an s or p orbital is $r^{l+3}$ times a quartic polynomial. Its five coefficients must reproduce the value and first three derivatives at $r_c$, and the norm inside $r_c$. The norm condition is quadratic, so it can have two solutions, and the nodeless one is kept. Putting $m=l+3$ in the factored coefficient gives

$$C(l,l+3)=\frac{2(2l+3)}2=2l+3 .$$

The s channel receives $3/r^2$ and the p channel $5/r^2$. The rule does not carry over to every channel: the d channels of the LANL2DZ tables for gallium and bromine have $C=3$, which corresponds to $m=4=l+2$. The higher starting power keeps the pseudo-orbital small near the nucleus, and the inverse-square repulsion is the price in the potential.

**Q.** A tabulated potential has the valence interactions removed. Could that subtraction change the coefficient?

**A.** It could if the subtracted part were itself as singular as $1/r^2$. At the mean-field level there are two parts to examine.

The direct repulsion from a valence orbital $u_v$ is, in spherical average,

$$\frac1r\int_0^r u_v^2\,ds+\int_r^\infty\frac{u_v^2}{s}\,ds .$$

It is finite at the origin because $u_v^2$ vanishes there as a positive power greater than 1.

Exchange is nonlocal, and representing it in $V_l$ requires division by $u$. Consider a partner $u'\sim r^{m'}$ and multipole order $k$. Apart from a constant angular factor, the exchange contribution is

$$\frac{u'}u\left[r^{-k-1}\int_0^r s^k u u'\,ds+r^k\int_r^\infty s^{-k-1}u u'\,ds\right].$$

The first term in brackets scales as $r^{m+m'}$. When $m+m'>k$, the second integral converges at the origin and its term scales as $r^k$, which dominates. The contribution then scales as

$$r^{m'+k-m}.$$

The coefficient $C$ is safe if $m'+k-m>-2$. For the p orbital with $m=4$, an s partner with $m'=3$ and $k=1$ gives $r^0$. For the s orbital with a p partner the power is $4+1-3=2$. Exchange within one channel at $k=0$ also gives $r^0$. None of these alters $C$.

For the pseudo-orbitals of the example below, the p-channel ratio without its angular factor is 0.2113 hartree at both $10^{-4}$ and $10^{-5}$ bohr, as a finite limit requires.

**Q.** Show me an actual inversion. I want to see whether the singular term matters at ordinary distances or just at absurdly small ones.

**A.** Take a one-valence-electron model with valence charge 2 and core charge 10:

$$V(r)=-\frac{2+10e^{-3r}}r ,$$

with $r$ in bohr. The third s state and the second p state play the role of valence orbitals. There is no other valence electron, so nothing has to be unscreened.

For each channel $r_c$ is the smallest radius, on a scan with 0.02 bohr steps, at which the inner function rises monotonically. This gives 1.58 bohr for s and 1.76 bohr for p. The first two s coefficients are $c_0=5.177$ and $c_1=-13.177$, in atomic units. With $m=3$ and $l=0$,

$$C=\frac{3\cdot2-0}2=3,\qquad \frac{m c_1}{c_0}=\frac{3(-13.177)}{5.177}=-7.636 .$$

For p, $m=4$ and $l=1$ give $C=(12-2)/2=5$, and the $1/r$ coefficient is $4(-9.116)/4.084=-8.93$ hartree bohr. At $10^{-5}$ bohr the inverted potentials give $r^2V=2.9999$ and $4.9999$ hartree bohr².

The s channel looks like this, with energies in hartree:

| $r$ / bohr | inverted $V_0$ | $3/r^2-7.636/r$ | original $V$ |
|---:|---:|---:|---:|
| 0.01 | 29234.0 | 29236.4 | −1170.4 |
| 0.10 | 221.4 | 223.6 | −94.1 |
| 0.20 | 34.7 | 36.8 | −37.4 |
| 0.50 | −3.95 | −3.27 | −8.46 |
| 1.00 | 1.54 | −4.64 | −2.50 |

At 0.1 bohr the leading term is 300 hartree and the next is $-76.4$ hartree. Their sum is 223.6 hartree, close to the inverted value. The singular repulsion therefore matters at ordinary distances: the inverted potential stays positive out to about 0.37 bohr, roughly a quarter of $r_c$, although the leading term alone is already a poor estimate at 0.2 bohr.

**Q.** Your potential is negative at 0.5 bohr and positive again at 1 bohr. That is hardly a plain repulsive wall.

**A.** Correct; the limit at the nucleus says nothing about the sign farther out. For $l=0$ the inversion reads

$$\frac{u''}{2u}=V_0-\varepsilon .$$

The original s energy is $\varepsilon=-0.5287$ hartree. At 0.5 bohr the right side is $-3.95+0.53=-3.42$ hartree, so the positive function $u$ is concave there. At 1 bohr it is $1.54+0.53=2.07$ hartree, so $u$ is convex. The inner function starts convex as $r^3$, bends over, and then steepens to join the original orbital. The second positive region records this steepening. At $r_c$ itself the original potential, about $-1.32$ hartree, lies below $\varepsilon$, so $u$ has turned concave again by the time it joins. This shape comes from the small $r_c$ chosen here. For every scanned $r_c$ from 1.88 to 3.58 bohr the inner function has a single inflection, beyond which $V_0$ stays below $\varepsilon$ up to $r_c$. The total s potential of the aluminium table used below changes sign only once, near 0.84 bohr.

**Q.** Does such an odd potential still return the intended energy as its lowest level?

**A.** Yes. The inversion makes $u$ an eigenfunction at energy $\varepsilon$, and a nodeless radial function is the lowest state of its channel. Separate diagonalizations give:

- s: $-0.5288$ hartree, against $-0.5287$ for the original orbital;
- p: $-0.3750$ hartree, against $-0.3750$.

The unrounded differences are below $10^{-4}$ hartree. They are numerical, since the two energies should coincide. A likely source is the jump of $V_l''$ at $r_c$, which limits the convergence of the polynomial method, but this attribution was not tested separately.

The same s orbital can also be replaced using $m=1$ and $c_1=0$. The scan then gives $r_c=1.72$ bohr, $c_0=0.56535$ and $c_2=-2.0724$, so

$$V_0(0)=-0.529+3\,\frac{-2.0724}{0.56535}=-11.53\ \text{hartree}.$$

Its lowest level is $-0.52875$ hartree, again within $10^{-4}$ hartree of the original energy. This potential is attractive at the nucleus but not everywhere: it too has a positive hump, about 2 hartree high near 1 bohr. Thus a potential that is finite and negative at the nucleus and one that diverges there with positive sign reproduce the same valence level, which confirms in this model that the singularity belongs to the construction.

**Q.** A model built with $m=l+3$ must show 3 and 5. Does a published table show them?

**A.** The LANL2DZ potential for aluminium does. It replaces 10 core electrons. The table gives a local d component and the differences of the s and p components from it, as Gaussians multiplied by powers of $r$. At $r=0$ each Gaussian equals 1, so summing the coefficients of $r^{-2}$ gives the limiting strength.

First consider the local component. Aluminium has no d electrons in its core, so a d orbital can keep its original form with $m=l+1=3$. Near a nucleus of charge $Z$, its $1/r$ terms must cancel in the radial equation:

$$-\frac{(l+1)c_1}{c_0r}-\frac Zr=0
\quad\Longrightarrow\quad \frac{c_1}{c_0}=-\frac Z{l+1}.$$

Inversion then returns $(l+1)c_1/(c_0r)=-Z/r$ and no inverse-square term. The tabulated part is defined relative to the valence attraction $-(Z-N_\mathrm{core})/r$, which leaves

$$-\frac Zr+\frac{Z-N_\mathrm{core}}r=-\frac{N_\mathrm{core}}r=-\frac{10}r .$$

The table has an $r^{-2}$ sum of 0 and an $r^{-1}$ sum of $-10$ for this component. Because its $r^{-2}$ term vanishes, the s and p differences should carry the full coefficients $2l+3$. Their sums are 3.0000 and 5.0000 hartree bohr².

**Q.** And do the $1/r$ coefficients of the s and p differences agree with your model too?

**A.** No, and the derivation does not predict their values without the inner coefficients. The tabulated sums are $+51.0$ hartree bohr for s and $+93.1$ for p, whereas the model's total potentials have negative $1/r$ terms. Their size depends on $r_c$: the s value moves from $-7.6$ at 1.58 bohr to $-2.0$ at 2.46 bohr, and the p value from $-8.9$ at 1.76 bohr to $-4.1$ at 3.06 bohr. Even after adding the total d-channel term $-13/r$, the aluminium values remain positive: about $+38$ and $+80$.

Read literally, these would require $c_1/c_0>0$. A plausible alternative is that the Gaussian fit represents the potential over a range of distances without preserving its second term at the origin. That is a conjecture; the table alone cannot decide it. The agreement established here concerns the inverse-square coefficients and the local $-10/r$ term.

**Q.** Does the singularity do harm in quantum Monte Carlo, or does the small volume near the nucleus hide it?

**A.** It depends on the trial function. Consider one electron in a single channel, with $u_T=r^p h(r)$, where $h$ is smooth and $h(0)\neq0$. The local energy is

$$E_L=-\frac{u_T''}{2u_T}+\frac{l(l+1)}{2r^2}+V_l .$$

The first term contributes $-p(p-1)/(2r^2)$, and the other two together contribute $m(m-1)/(2r^2)$. Thus

$$E_L\sim\frac D{r^2},\qquad D=\frac{m(m-1)-p(p-1)}2 .$$

For $D\neq0$ the integrand of the mean energy, $u_T^2E_L$, scales as $r^{2p-2}$ and is integrable for $p>1/2$. That of the second moment, $u_T^2E_L^2$, scales as $r^{2p-4}$ and is integrable at the origin when $p>3/2$.

An s trial function with the usual start $p=1$ therefore has a finite mean energy but an infinite variance if $m=3$. For the normalized function $u_T=2re^{-r}$ and a lower cutoff $\delta$, the leading second moment is

$$\int_\delta 4r^2\left(\frac3{r^2}\right)^2dr\simeq\frac{36}\delta .$$

At $\delta=10^{-6}$ bohr this is $3.6\times10^7$ hartree², and the integral with the inverted model potential gives the same to two digits. The prefactor is $9u_T'(0)^2$, so it depends on the trial function. For the self-consistent orbital of Al²⁺ in the LANL2DZ basis and potential, $|u_T'(0)|\approx0.04$ and the prefactor is about 0.015 instead of 36: the variance still diverges, but with a far smaller weight. This value reflects the basis rather than the ion, because the exact orbital starts as $r^3$. With the same primitives uncontracted, the energy falls from $-1.006$ to $-1.026$ hartree, $|u_T'(0)|$ drops to about $7\times10^{-4}$, and the prefactor is at most about $10^{-5}$. For the p channel with the normalized function $u_T=\sqrt{4/3}\,r^2e^{-r}$, where $p=2>3/2$, the second moment integrated from the cutoff to $r_c$ stays at 6.09 hartree² when the cutoff falls from $10^{-5}$ to $10^{-6}$ bohr.

Choosing $p=m$ makes $D=0$. A $1/r$ term can remain: if $h=b_0+b_1r+\cdots$, its coefficient is $m(c_1/c_0-b_1/b_0)$. It disappears when the trial function also has the pseudo-orbital's ratio of linear to leading coefficient.

## Calculated quantities

```
model: valence charge 2, core charge 10, decay 3 1/bohr
oscillating counterexample: r = 1.591e-04 bohr, r^2 V = -3138.9 hartree bohr^2
s: full-orbital energy -0.528727 hartree
s: lowest pseudo energy -0.528796 hartree
s: outer node 0.93, peak 2.46, r_c 1.58 bohr
s: norm inside r_c 0.08032
s: c0 5.17694, c1 -13.17685 (atomic units)
s: r^2 V at 1e-5 bohr 2.99992 hartree bohr^2
s: 1/r coefficient m c1/c0 = -7.6359 hartree bohr
p: full-orbital energy -0.375011 hartree
p: lowest pseudo energy -0.374952 hartree
p: outer node 1.02, peak 3.06, r_c 1.76 bohr
p: norm inside r_c 0.05938
p: c0 4.08380, c1 -9.11621 (atomic units)
p: r^2 V at 1e-5 bohr 4.99991 hartree bohr^2
p: 1/r coefficient m c1/c0 = -8.9291 hartree bohr
s channel: r (bohr), V pseudo, 3/r^2, 3/r^2 + B/r, V full (hartree)
 0.01   29233.9948   30000.0000   29236.4104   -1170.4455
 0.05    1044.9180    1200.0000    1047.2821    -212.1416
 0.10     221.3547     300.0000     223.6410     -94.0818
 0.20      34.7452      75.0000      36.8205     -37.4406
 0.50      -3.9507      12.0000      -3.2718      -8.4626
 1.00       1.5367       3.0000      -4.6359      -2.4979
finite s choice: r_c 1.72 bohr, c0 0.56535, c2 -2.07240 (a.u.)
finite s choice: V(0) formula -11.5258, V(1e-5 bohr) -11.5255 hartree
finite s choice: lowest pseudo energy -0.528750 hartree
exchange ratio at 1e-4, 1e-5 bohr: 0.21134, 0.21135 hartree
inner second moment of local energy, cutoffs 1e-5 and 1e-6 bohr (hartree^2):
s trial: 3.5976e+06, 3.5997e+07
p trial: 6.0934, 6.0937
Al table: core electrons 10, nuclear charge 13
Al s minus local: r^-2 sum 3.0000 hartree bohr^2, r^-1 sum 50.9706 hartree bohr
Al p minus local: r^-2 sum 5.0000 hartree bohr^2, r^-1 sum 93.0595 hartree bohr
Al local (d): r^-2 sum 0.0000 hartree bohr^2, r^-1 sum -10.0000 hartree bohr
```
